# Crossover criteria for Mott and Efros-Shklovskii variable-range hopping

## Question

In a doped semiconductor on the insulating side of the metal-insulator transition, electrons near the Fermi level hop between localised impurity states. A hop of length $r$ that needs the energy $W$ has a rate proportional to $\exp(-2r/a-W/kT)$, where $a$ is the localisation length. The resistivity is taken as $\rho=\rho_0e^{\xi}$, where $\xi$ is the smallest value of the cost

$$s(r)=\frac{2r}{a}+\frac{W(r)}{kT}.$$

Two laws follow from two forms of $W(r)$ in three dimensions:

$$\xi_M=\left(\frac{T_M}{T}\right)^{1/4}\ \text{(Mott)},\qquad \xi_{ES}=\left(\frac{T_{ES}}{T}\right)^{1/2}\ \text{(Efros-Shklovskii)}.$$

The prefactors $\rho_M$ and $\rho_{ES}$ are independent of temperature unless stated otherwise. The characteristic hop energy is the value of $W$ at the minimum of $s$. Energies are measured from the Fermi level.

For the numerical part, use these round parameters, in the rough regime of compensated phosphorus-doped silicon: $T_M=10^5$ K, $T_{ES}=10^3$ K, $a=4$ nm, donor density $10^{18}$ cm$^{-3}$, impurity band width 30 meV, relative permittivity $\kappa=11.7$, donor ionisation energy roughly 45 meV.

## Part (a): the optimal hop

*Justify $W\propto r^{-3}$ for a constant density of states $g_0$ and $W\propto r^{-1}$ for a Coulomb gap. Derive both laws, and express the hop energy and hop length through $\xi$.*

**Answer.** With a constant density of states, a sphere of radius $r$ contains about one state within an energy $W$ when

$$\frac{4\pi}{3}r^3g_0W=1,\qquad\text{so}\qquad W=\frac{B}{r^3},\quad B=\frac{3}{4\pi g_0}.$$

With Coulomb interaction, moving an electron from an occupied state $i$ to an empty state $j$ changes the total energy by $\varepsilon_j-\varepsilon_i-e^2/(4\pi\epsilon_0\kappa r)$. The last term is the attraction between the electron and the hole it leaves. In the ground state this change cannot be negative, so occupied and empty states separated by a small energy $W$ must lie at least $e^2/(4\pi\epsilon_0\kappa W)$ apart. Taking the typical distance to scale like this bound gives $W=A/r$, with $A$ of the order of $e^2/(4\pi\epsilon_0\kappa)$.

Both cases have the form $W=C/r^p$. The minimum condition is

$$\frac{ds}{dr}=\frac2a-\frac{pC}{kT\,r^{p+1}}=0.$$

The second derivative, $p(p+1)C/(kT\,r^{p+2})$, is positive, so this is a minimum. Multiplication by $r$ gives

$$\frac{2r}{a}=p\,\frac{W}{kT}.$$

Hence $\xi=(1+p)W/kT$, and

$$W=\frac{kT\xi}{1+p},\qquad r=\frac{p}{1+p}\,\frac{a\xi}{2}.$$

For $p=3$, the minimum condition gives $r^4=3aB/(2kT)$, while $\xi=8r/(3a)$. Therefore

$$\xi^4=\frac{4096}{81a^4}\,\frac{3aB}{2kT}=\frac{2048}{27}\frac{B}{a^3kT},\qquad kT_M=\frac{2048}{27}\frac{B}{a^3}=\frac{512}{9\pi}\frac{1}{g_0a^3}.$$

For $p=1$, $r^2=aA/(2kT)$ and $\xi=4r/a$. Therefore

$$\xi^2=\frac{16}{a^2}\,\frac{aA}{2kT}=\frac{8A}{a\,kT},\qquad kT_{ES}=\frac{8A}{a}.$$

The energies and lengths are

$$W_M=\tfrac14kT\xi_M,\quad r_M=\tfrac38a\xi_M;\qquad W_{ES}=\tfrac12kT\xi_{ES},\quad r_{ES}=\tfrac14a\xi_{ES}.$$

The numerical factors in $T_M$ and $T_{ES}$ are estimates, because one typical hop stands for a whole network. The comparison below takes $T_M$ and $T_{ES}$ as given and uses the fractions $1/4$ and $1/2$, which follow from the powers of $r$.

## Part (b): the hop energy in the resistivity

*Show how the characteristic hop energy can be read from $\rho(T)$ when the prefactor is constant.*

**Answer.** Let $\beta=1/kT$, and let $r_*(\beta)$ be the optimal length. Differentiating $\xi=2r_*/a+\beta W(r_*)$ gives

$$\frac{d\xi}{d\beta}=W(r_*)+\left[\frac2a+\beta W'(r_*)\right]\frac{dr_*}{d\beta}=W(r_*).$$

The bracket vanishes because it is the minimum condition. With constant prefactor,

$$\frac{d\ln\rho}{d(1/kT)}=W.$$

The hop energy is thus the local activation energy, the slope of $\ln\rho$ against $1/kT$. Equal hop energies mean equal slopes; they say nothing about equal resistivities.

## Part (c): equal hop energies

*Find the temperature $T_W$ at which $W_M=W_{ES}$. Which hop energy is larger above it? Find both exponents and both hop lengths at $T_W$.*

**Answer.** Written out in temperature, the two energies are

$$W_M=\tfrac14k\,T^{3/4}T_M^{1/4},\qquad W_{ES}=\tfrac12k\,T^{1/2}T_{ES}^{1/2}.$$

Equating them and dividing by $\tfrac14kT^{1/2}T_M^{1/4}$ gives

$$T^{1/4}=\frac{2T_{ES}^{1/2}}{T_M^{1/4}}.$$

The fourth power is

$$\boxed{T_W=\frac{16\,T_{ES}^2}{T_M}}$$

The ratio $W_M/W_{ES}=(T/T_W)^{1/4}$ shows that the Mott hop energy is the larger one above $T_W$.

Since $T_M/T_W=T_M^2/(16T_{ES}^2)$ and $T_{ES}/T_W=T_M/(16T_{ES})$,

$$\xi_M(T_W)=\frac12\sqrt{\frac{T_M}{T_{ES}}},\qquad \xi_{ES}(T_W)=\frac14\sqrt{\frac{T_M}{T_{ES}}}.$$

The Mott exponent is twice the Efros-Shklovskii exponent. The lengths are

$$r_M=\frac{3a}{16}\sqrt{\frac{T_M}{T_{ES}}},\qquad r_{ES}=\frac{a}{16}\sqrt{\frac{T_M}{T_{ES}}},$$

so they differ by a factor of three. The hop picture needs $r$ larger than $a$. For the Efros-Shklovskii hop at $T_W$ this requires $T_M/T_{ES}>256$.

## Part (d): equal exponents, and the role of the prefactors

*Find the temperature $T_X$ at which the exponents are equal, and the temperature $T_L$ at which the hop lengths are equal. Explain why the three criteria differ, and what each of $T_W$ and $T_X$ implies for joining the two resistivity curves.*

**Answer.** The fourth power of $\xi_M=\xi_{ES}$ is $T_M/T=T_{ES}^2/T^2$, hence

$$\boxed{T_X=\frac{T_{ES}^2}{T_M}}$$

At any temperature,

$$\frac{\xi_M}{\xi_{ES}}=\frac{T_M^{1/4}T^{1/4}}{T_{ES}^{1/2}}=\left(\frac{T}{T_X}\right)^{1/4}.$$

Each criterion fixes this ratio. Equal exponents require 1. Equal energies, $\tfrac14\xi_M=\tfrac12\xi_{ES}$, require 2. Equal lengths, $\tfrac38\xi_M=\tfrac14\xi_{ES}$, require $2/3$. The fourth powers give

$$T_W=16\,T_X,\qquad T_L=\left(\frac23\right)^4T_X=\frac{16}{81}T_X.$$

The factor 16 is therefore the fourth power of the ratio of the energy fractions, $(1/2)/(1/4)=2$. If the whole energy scale $kT\xi$ were compared, instead of the part of it spent on activation, the result would be $T_X$.

To see what this means for the curves, consider $D=\xi_M-\xi_{ES}$. By part (b), $dD/d\beta=W_M-W_{ES}$. On cooling, $D$ rises until $T_W$ and falls afterwards, so $T_W$ is where the Mott exponent exceeds the Efros-Shklovskii exponent by the largest amount (below $T_X$ the difference is negative, and its size grows without limit on cooling):

$$D_{\max}=D(T_W)=\frac14\sqrt{\frac{T_M}{T_{ES}}}.$$

The curves meet where $\ln(\rho_{ES}/\rho_M)=D(T)$. Two cases matter:

- If the prefactors are equal, the curves meet at $T_X$. There $W_{ES}=2W_M$, so replacing one law by the other produces a kink: the activation energy doubles on going from the Mott to the Efros-Shklovskii curve.
- If the prefactors are free, the curves can meet with equal slopes at $T_W$. This requires $\rho_{ES}/\rho_M=e^{D_{\max}}$.

The equal-energy criterion thus implies a specific prefactor ratio if it is to describe a continuous resistivity. If the fitted ratio exceeds $e^{D_{\max}}$, the two curves do not meet at all.

## Part (e): a model that contains both laws

*Let the density of states be $g_0(E/\Delta)^2$ for $|E|<\Delta$ and $g_0$ outside. Suppose that conduction sets in when each site has a fixed mean number of partners within length $a\xi/2$ and energy $kT\xi$. Find the limits of $\xi(T)$, and locate the crossover relative to $T_X$ and $T_W$.*

**Answer.** The number of partners is proportional to $\xi^3n(kT\xi)$, where

$$n(u)=\int_0^u\min\left[1,\frac{E^2}{\Delta^2}\right]dE=\begin{cases}u^3/(3\Delta^2),&u\le\Delta,\\ u-2\Delta/3,&u\ge\Delta.\end{cases}$$

Without a gap $n(u)=u$, and the condition must reproduce $\xi^4=T_M/T$. This fixes the constant:

$$\xi^3n(kT\xi)=kT_M.$$

**Low temperature.** When $kT\xi\le\Delta$,

$$\xi^6=\frac{3kT_M\Delta^2}{(kT)^3}.$$

This is the Efros-Shklovskii law with $(kT_{ES})^3=3kT_M\Delta^2$. It holds while $kT\xi=k\sqrt{TT_{ES}}\le\Delta$, that is, for

$$T\le\frac{\Delta^2}{k^2T_{ES}}=\frac{T_{ES}^2}{3T_M}=\frac{T_X}{3}.$$

**Higher temperature.** With $u=kT\xi\ge\Delta$, the condition is $\xi^3(u-2\Delta/3)=kT_M$. Define the local power $m=-d\ln\xi/d\ln T$. Since $du/d\ln T=u(1-m)$, logarithmic differentiation gives

$$-3m+\frac{u(1-m)}{u-2\Delta/3}=0,\qquad\text{hence}\qquad m=\frac{u}{4u-2\Delta}.$$

This falls from $1/2$ at $u=\Delta$ towards $1/4$ for $u\gg\Delta$, so the Mott law is the high-temperature limit. The power is midway, $m=3/8$, when $8u=12u-6\Delta$, or $u=3\Delta/2$. Then $\xi^3=6kT_M/(5\Delta)$, and $kT=u/\xi$ gives

$$(kT)^3=\frac{27\Delta^3}{8}\,\frac{5\Delta}{6kT_M}=\frac{45\Delta^4}{16kT_M}.$$

Inserting $\Delta^4=(kT_{ES})^6/[9(kT_M)^2]$,

$$T^3=\frac{5}{16}\frac{T_{ES}^6}{T_M^3},\qquad T_{\rm mid}=\left(\frac5{16}\right)^{1/3}T_X\approx0.68\,T_X.$$

To compare with $T_W$ for any $T_M$ and $T_{ES}$, put $T=tT_X$ and $\xi=x\sqrt{T_M/T_{ES}}$. Then $u=\sqrt3\,\Delta\,tx$, and the condition above the gap becomes

$$x^3\left(tx-\frac{2}{3\sqrt3}\right)=1.$$

It contains $t$ alone, so the local power depends only on $T/T_X$. Numerically, $m=0.338$ at $T_X$ and $m=0.259$ at $T_W$. In this model $T_X$ lies within the crossover, whereas $T_W$ lies well inside the Mott regime. A gap of another shape, or one that fills in with temperature, could shift these positions.

The model also shows why $\xi$ exceeds both simple laws in the crossover. For $u>\Delta$, $n(u)$ is smaller than both $u$ and $u^3/(3\Delta^2)$. Fewer available states require a larger $\xi$.

## Part (f): numbers and validity

*Evaluate the three temperatures for the given parameters. Decide whether $T_W$ and $T_X$ lie where variable-range hopping can describe the sample. Examine the effect of a prefactor $\rho_M\propto T^{\mp1}$, with $\rho_{ES}$ held constant.*

**Answer.** The temperatures are

$$T_X=\frac{(10^3)^2}{10^5}\ \text{K}=10\ \text{K},\quad T_W=16\times10\ \text{K}=160\ \text{K},\quad T_L=\frac{16}{81}\times10\ \text{K}=1.98\ \text{K}.$$

The formulas of part (a) then give:

| Quantity | $T_W$ | $T_X$ | $T_L$ |
|---|---:|---:|---:|
| $\xi_M$ | 5.0 | 10.0 | 15.0 |
| $\xi_{ES}$ | 2.5 | 10.0 | 22.5 |
| $W_M$ (meV) | 17.2 | 2.15 | 0.64 |
| $W_{ES}$ (meV) | 17.2 | 4.31 | 1.91 |
| $r_M$ (nm) | 7.5 | 15.0 | 22.5 |
| $r_{ES}$ (nm) | 2.5 | 10.0 | 22.5 |

For example, at $T_W$, where $kT=13.79$ meV, $W_M=13.79\times5/4=17.2$ meV and $W_{ES}=13.79\times2.5/2=17.2$ meV. A smooth join there needs $\rho_{ES}/\rho_M=e^{2.5}\approx12$.

**At $T_W$.** The mean donor spacing is $(10^{18}\ \text{cm}^{-3})^{-1/3}=10$ nm. Both calculated hops are shorter than this. A sphere of radius $r_M$ holds on average only 1.8 other donors, and one of radius $r_{ES}$ only 0.07, so there is little or no choice between near and distant sites. Moreover, $r_{ES}$ is even shorter than $a$. The hop energy of 17.2 meV is more than half of the full band width; such hops remain possible, but the finite width can no longer be ignored. In the gap model, the energy window $kT\xi$, measured from the Fermi level, would have to be 70 meV, far beyond the half-width of 15 meV.

Cutting the band off at $w=15$ meV shows how the gap model responds, though not the true size of the effect. With the model's gap, $\Delta=4.98$ meV, all states are already counted once $kT\xi>w$, and

$$\xi=\left(\frac{kT_M}{w-2\Delta/3}\right)^{1/3}=\left(\frac{8.62\times10^3}{15-3.32}\right)^{1/3}\approx9.0,$$

compared with 5.1 for the unlimited band. Part of this rise comes from the model's gap, which removes 22% of the donor states without placing them elsewhere. With all donors kept in the band, the model's exponent would be $(8.62\times10^3/15)^{1/3}\approx8.3$. Most of the rise is an artefact of the counting rule, which allows every partner the full length $a\xi/2$ and the full energy $kT\xi$ at once, with a constant fixed in the Mott limit; it also makes $\xi$ independent of temperature once the band is exhausted. Nearest-neighbour percolation gives a better estimate. The critical distance is $0.865$ times the donor spacing, so $2r/a\approx4.3$. The mean pair energy $(|\varepsilon_i|+|\varepsilon_j|+|\varepsilon_i-\varepsilon_j|)/2$ in the band is 12.5 meV, which adds $12.5/13.79\approx0.9$. The total, $\xi\approx5.2$, lies only slightly above the Mott value of 5.0: the exponent changes little, but the hopping is of nearest-neighbour type. In the model the cut-off begins to act at $T=w/(k\xi)\approx19$ K; in a real hopping network, where states at the edge of the window matter little, it becomes noticeable only at higher temperature. Activation to the conduction band also competes: its exponent is roughly $45/13.79=3.3$, smaller than the gap-model exponent, with or without the cut-off. This comparison ignores prefactors and donor exhaustion, but it leaves no reason to neglect band conduction. For this sample, 160 K is the solution of an equation between two laws that no longer apply.

**At $T_X$.** The gap-model window is 9.6 meV, within the half-width, so the cut-off does not change the exponent of 11.1. The conduction-band exponent is about 52, which suppresses that channel strongly. The hop lengths, 10 and 15 nm, are equal to and somewhat above the donor spacing. Variable-range hopping is marginal here. It improves on cooling: the model reaches the Efros-Shklovskii law below 3.3 K, and at 1.98 K that law has a hop length of 22.5 nm.

Within the gap model a developed Mott regime is missing; since its counting rule places the onset of the cut-off too low, the Mott-like range of a real network extends further. When the model's cut-off sets in near 19 K, $u=15$ meV and the local power is $15/(60-9.96)\approx0.30$, still above $1/4$. Here $T_M$ is a parameter of the density of states, not something that a long straight line in a plot against $T^{-1/4}$ would supply.

**Temperature-dependent prefactor.** If $\rho_M\propto T^{-1}$, then $\ln\rho_M$ contains $\ln\beta$, which adds $kT$ to the slope. Equal slopes now require $W_M+kT=W_{ES}$. With $y=T^{1/4}$ and $T$ in kelvin, division by $k\sqrt T$ gives

$$y^2+\frac{T_M^{1/4}}4y-\frac{\sqrt{T_{ES}}}2=y^2+4.45y-15.8=0.$$

The positive root is $y=2.33$, or $T=29.6$ K instead of 160 K. If $\rho_M\propto T$, the sign of $kT$ changes:

$$y^2-4.45y+15.8=0.$$

The discriminant, $4.45^2-4\times15.8$, is negative, so there is no equal-slope temperature. The cause is the small exponent at $T_W$: the prefactor contributes $kT=13.8$ meV, comparable with the hop energy of 17.2 meV.

**Comparison with the material.** The donor density is a few times below the metal-insulator transition of phosphorus-doped silicon, which lies at roughly $3$ to $4\times10^{18}$ cm$^{-3}$. With the chosen density and band width, the estimate in part (a) gives $T_M=9.85\times10^4$ K, consistent with the input. The chosen $T_{ES}$ corresponds to $kT_{ES}=2.8\,e^2/(4\pi\epsilon_0\kappa a)$, or $A=0.35\,e^2/(4\pi\epsilon_0\kappa)$ in the single-hop formula. The stability bound of part (a) would require a factor of at least 1 if $W$ were the level separation of a single pair. Here $A$ is therefore an effective constant set by $T_{ES}$: $W_{ES}$ is still the slope of $\ln\rho$, but not the level separation of two sites at the distance $r_{ES}$. The gap half-width of 4.98 meV is likewise set by $T_{ES}$ and the counting rule of part (e). The low-energy law of the self-consistent Coulomb gap, $g(E)=(3/\pi)E^2/[e^2/(4\pi\epsilon_0\kappa)]^3$, would reach the chosen $g_0$ at about 8 meV if extrapolated that far. This is only a rough scale for the gap, because the quadratic law no longer holds where $g$ approaches $g_0$. The band is wide: the Coulomb energy at the donor spacing is about 12 meV, so 30 meV presumes strong disorder from compensation. Closer to the transition both $a$ and $\kappa$ grow, which lowers $T_{ES}$, and fixed values of these parameters no longer suffice. For the present numbers, the variable-range picture fails at $T_W$ because the hops are shorter than the donor spacing and band conduction competes; the rise of the gap-model exponent from 5.1 to 9.0 on cutting the band off overstates the effect of the finite width. The numerical output below lists most of the values used here; its "largest exponent difference" means the largest value of $\xi_M-\xi_{ES}$, with its sign.

## Table of computed values

```
Input T_M = 100000 K, T_ES = 1000 K
Input localisation length = 4.0 nm
Input donor density = 1.0e+18 cm^-3
Input band width = 30 meV, permittivity = 11.7
Input ionisation energy (rough) = 45 meV
T_M from single-hop estimate = 98502 K
k T_ES a / (Coulomb energy times length) = 2.80
T_W, equal hop energies = 160.0 K
T_X, equal exponents = 10.00 K
T_L, equal hop lengths = 1.98 K
T_W: exponent Mott = 5.00, ES = 2.50
T_W: hop energy Mott = 17.23 meV, ES = 17.23 meV
T_W: hop length Mott = 7.50 nm, ES = 2.50 nm
T_X: exponent Mott = 10.00, ES = 10.00
T_X: hop energy Mott = 2.15 meV, ES = 4.31 meV
T_X: hop length Mott = 15.00 nm, ES = 10.00 nm
T_L: exponent Mott = 15.00, ES = 22.50
T_L: hop energy Mott = 0.64 meV, ES = 1.91 meV
T_L: hop length Mott = 22.50 nm, ES = 22.50 nm
Temperature of largest exponent difference = 160.0 K
Largest exponent difference = 2.500
Prefactor ratio ES/Mott for smooth join = 12.2
Gap model: gap half-width = 4.98 meV
Gap model: ES law exact up to = 3.33 K
Gap model: local power 3/8 at = 6.79 K, ratio to T_X = 0.679
Donor spacing = 10.0 nm, band half-width = 15.0 meV
T_X: gap model exponent = 11.12, local power = 0.338
T_X: energy window kT*exponent = 9.6 meV
T_X: exponent with band cut off = 11.12
T_X: thermal energy kT = 0.86 meV
T_X: ionisation energy/kT = 52.2
T_W: gap model exponent = 5.06, local power = 0.259
T_W: energy window kT*exponent = 69.8 meV
T_W: exponent with band cut off = 9.04
T_W: thermal energy kT = 13.79 meV
T_W: ionisation energy/kT = 3.3
Equal slopes if rho_M varies as 1/T: 29.6 K
Number of equal-slope points if rho_M varies as T: 0
```
